# The Pulay Force of Local Orbitals and Their Fictitious Wave Vectors: test program

```python
# Result under test: the Pulay force of local orbitals (LOs) in an LAPW basis is
#   F_LO = 2 Re sum_n w_n < grad psi_n^LO | H - eps_n | psi_n >_sphere ,
# free of the fictitious vectors K_L that give each LO its phase exp(i K_L.tau)
# and its angular shape P_l(K_L.rho).  The phase derivative i K_L phi_L gives zero.
# Model: independent electrons, V = -V0 (1 - rho^2/R^2)^2 in each sphere, 0 outside.
# Symbols: q = plane-wave or fictitious vector, d = its direction, site = atom of an
# LO (-1 for an LAPW), coef = weights of u, du/dE and u(second energy) for each l.
# Algebra in hartree and bohr, printed numbers in eV and angstrom.
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.special import spherical_jn, eval_legendre

EV = physical_constants['Hartree energy in eV'][0]
ANG = physical_constants['Bohr radius'][0] * 1e10
FORCE = EV / ANG
CELL, R, V0 = 3.0 / ANG, 1.0 / ANG, 200.0 / EV
OMEGA = CELL**3
LMAX, NOCC, SPIN = 12, 9, 2.0
E_LIN = 10.0 / EV
E_LO = {0: -80.0 / EV, 1: -20.0 / EV, 2: 60.0 / EV}
K_FRAC = np.array([0.1, 0.2, 0.3])
TAU = np.array([[0.0, 0.0, 0.0], [0.46, 0.52, 0.57]]) * CELL
ATOM = 1                                    # the atom whose force is studied
RKMAX = 6.0

# ---------- radial functions from their power series in t = r/R ----------
nodes, weights = np.polynomial.legendre.leggauss(44)
t_grid = np.append(0.5 * (nodes + 1), 1.0)  # last point is the sphere boundary
r = R * t_grid[:-1]
w_r = 0.5 * R * weights * r**2
v_r = -V0 * (1 - (r / R)**2)**2


def radial_pair(l, energy):
    """u and du/dE with their r-derivatives on t_grid."""
    n = 60
    a, b = np.zeros(n), np.zeros(n)
    a[0] = 1.0
    v = [-V0, 2 * V0, -V0]
    for k in range(1, n):
        sa, sb = -energy * a[k-1], -energy * b[k-1] - a[k-1]
        for j in range(min(3, k)):
            sa += v[j] * a[k-1-j]
            sb += v[j] * b[k-1-j]
        scale = 2 * R**2 / (2 * k * (2 * k + 2 * l + 1))
        a[k], b[k] = scale * sa, scale * sb
    p = l + 2 * np.arange(n)
    val = t_grid[:, None]**p
    der = p * val / t_grid[:, None] / R
    out = np.array([val @ a, val @ b]), np.array([der @ a, der @ b])
    norm = np.sqrt(np.sum(w_r * out[0][0, :-1]**2))
    return out[0] / norm, out[1] / norm


F, DF, HF, EDGE, S_RAD, H_RAD = [], [], [], [], [], []
for l in range(LMAX + 1):
    f, df = radial_pair(l, E_LIN)
    if l in E_LO:
        g, dg = radial_pair(l, E_LO[l])
        g, dg, e2 = g[0], dg[0], E_LO[l]
    else:
        g, dg, e2 = 0 * f[0], 0 * f[0], 0.0
    f, df = np.vstack([f, g]), np.vstack([df, dg])
    EDGE.append(np.array([f[:, -1], df[:, -1]]))
    f, df = f[:, :-1], df[:, :-1]
    F.append(f)
    DF.append(df)
    HF.append(np.array([E_LIN * f[0], E_LIN * f[1] + f[0], e2 * f[2]]))
    S_RAD.append((f * w_r) @ f.T)
    H_RAD.append(0.5 * (df * w_r) @ df.T
                 + (f * w_r * (0.5 * l * (l + 1) / r**2 + v_r)) @ f.T)

# ---------- basis sets ----------
k_vec = K_FRAC * 2 * np.pi / CELL
m = np.arange(-6, 7)
G = np.array(np.meshgrid(m, m, m)).reshape(3, -1).T * 2 * np.pi / CELL
PW = k_vec + G
PW = PW[np.linalg.norm(PW, axis=1) * R < RKMAX]
PW = PW[np.argsort(np.linalg.norm(PW, axis=1), kind='stable')]


def unit(v):
    return v / np.linalg.norm(v, axis=-1, keepdims=True)


def select(l, vectors):
    """Take vectors in order until 2l+1 independent angular shapes are found."""
    chosen, det_old = [], 1.0
    for v in vectors:
        d = unit(np.array(chosen + [v]))
        det = np.linalg.det(eval_legendre(l, np.clip(d @ d.T, -1, 1)))
        if det > 0.1 * det_old:
            chosen.append(v)
            det_old = det
        if len(chosen) == 2 * l + 1:
            return np.array(chosen)
    raise ValueError('shell not completed')


def local_shapes(l, scheme):
    e = EDGE[l]
    if scheme == 'LAPW':                    # zero value and zero slope at R
        ab = np.linalg.solve(e[:, :2], -e[:, 2])
        shapes = [np.array([ab[0], ab[1], 1.0])]
    else:                                   # zero value only
        shapes = [np.array([-e[0, 1] / e[0, 0], 1.0, 0.0]),
                  np.array([-e[0, 2] / e[0, 0], 0.0, 1.0])]
    return [c / np.sqrt(c @ S_RAD[l] @ c) for c in shapes]


def build(vectors, phase=True, scheme='LAPW', n_p=3):
    q, d, site, lo = list(PW), list(unit(PW)), [-1] * len(PW), []
    for atom in range(2):
        for l in E_LO:
            picked = select(l, vectors)
            if l == 1:
                picked = picked[:n_p]
            for v in picked:
                for c in local_shapes(l, scheme):
                    q.append(v if phase else np.zeros(3))
                    d.append(unit(v))
                    site.append(atom)
                    lo.append((l, c))
    q, d, site = np.array(q), np.array(d), np.array(site)
    n_pw = len(PW)
    coef = np.zeros((LMAX + 1, len(q), 3))
    k_abs = np.linalg.norm(PW, axis=1)
    for l in range(LMAX + 1):
        j = spherical_jn(l, k_abs * R)
        dj = k_abs * spherical_jn(l, k_abs * R, derivative=True)
        if scheme == 'APW' and l in E_LO:
            coef[l, :n_pw, 0] = j / EDGE[l][0, 0]
        else:
            coef[l, :n_pw, :2] = np.linalg.solve(EDGE[l][:, :2], np.array([j, dj])).T
    for i, (l, c) in enumerate(lo):
        coef[l, n_pw + i] = c
    # sphere integrals without position phases, minus the plane waves they replace
    cosines = np.clip(d @ d.T, -1, 1)
    x = np.linalg.norm(PW[:, None] - PW[None], axis=2) * R
    safe = np.where(x < 1e-6, 1.0, x)
    ball = np.where(x < 1e-6, 1 / 3, spherical_jn(1, safe) / safe)
    ball = ball * 4 * np.pi * R**3 / OMEGA
    blocks = []
    for atom in range(2):
        on = ((site == -1) | (site == atom)).astype(float)[:, None]
        h, s = np.zeros((len(q), len(q))), np.zeros((len(q), len(q)))
        for l in range(LMAX + 1):
            c = coef[l] * on
            ang = 4 * np.pi * (2 * l + 1) / OMEGA * eval_legendre(l, cosines)
            h += ang * (c @ H_RAD[l] @ c.T)
            s += ang * (c @ S_RAD[l] @ c.T)
        h[:n_pw, :n_pw] -= 0.5 * (PW @ PW.T) * ball
        s[:n_pw, :n_pw] -= ball
        blocks.append((h, s))
    return dict(q=q, d=d, site=site, coef=coef, blocks=blocks)


def assemble(basis, tau):
    q, is_pw = basis['q'], basis['site'] == -1
    h = np.diag(np.where(is_pw, 0.5 * np.sum(q**2, axis=1), 0.0)).astype(complex)
    s = np.diag(is_pw.astype(float)).astype(complex)
    parts = []
    for atom in range(2):
        ph = np.exp(1j * q @ tau[atom])
        factor = ph.conj()[:, None] * ph[None]
        parts.append([factor * b for b in basis['blocks'][atom]])
        h += parts[-1][0]
        s += parts[-1][1]
    return h, s, parts


def solve(basis, tau=TAU):
    h, s, parts = assemble(basis, tau)
    eps, c = eigh(h, s, subset_by_index=[0, NOCC])
    return eps, c, h, s, parts


def energy(basis, tau=TAU):
    return SPIN * np.sum(solve(basis, tau)[0][:NOCC])


def matrix_force(basis):
    eps, c, _, _, parts = solve(basis)
    h, s = parts[ATOM]
    q, out = basis['q'], np.zeros(3)
    for x in range(3):
        dq = 1j * (q[None, :, x] - q[:, None, x])
        for n in range(NOCC):
            out[x] -= SPIN * np.real(c[:, n].conj() @ (dq * (h - eps[n] * s)) @ c[:, n])
    return out


def difference_force(basis, step=2e-3):
    out = np.zeros(3)
    for x in range(3):
        for mult, wt in ((-2, 1), (-1, -8), (1, 8), (2, -1)):
            tau = TAU.copy()
            tau[ATOM, x] += mult * step
            out[x] -= wt * energy(basis, tau) / (12 * step)
    return out


def lo_phase_force(basis, h, s, c, eps, columns):
    """Phase-derivative force of the LOs on ATOM, from chosen secular columns."""
    rows = np.where(basis['site'] == ATOM)[0]
    out = np.zeros(3)
    for n in range(NOCC):
        res = ((h - eps[n] * s)[np.ix_(rows, columns)]) @ c[columns, n]
        bra = 1j * basis['q'][rows] * c[rows, n][:, None]
        out -= 2 * SPIN * np.real(bra.conj().T @ res)
    return out


# ---------- real-space force terms by quadrature in the sphere ----------
ct, w_ct = np.polynomial.legendre.leggauss(LMAX + 3)
n_phi = 2 * LMAX + 5
phi = 2 * np.pi * np.arange(n_phi) / n_phi
ct2, phi2 = np.meshgrid(ct, phi, indexing='ij')
st2 = np.sqrt(1 - ct2**2)
NORMAL = np.array([st2 * np.cos(phi2), st2 * np.sin(phi2), ct2]).reshape(3, -1).T
W_ANG = np.repeat(w_ct, n_phi) * 2 * np.pi / n_phi
W3 = W_ANG[:, None] * w_r[None]


def legendre_tables(d):
    x = d @ NORMAL.T
    p, dp = [np.ones_like(x), x], [np.zeros_like(x), np.ones_like(x)]
    for l in range(2, LMAX + 1):
        p.append(((2 * l - 1) * x * p[-1] - (l - 1) * p[-2]) / l)
        dp.append(x * dp[-1] + l * p[l - 1])
    return x, p, dp


def field(basis, tables, amplitudes, gradient=False):
    """Function, H times function and (optionally) gradient on the sphere grid."""
    x, p, dp = tables
    site, d = basis['site'], basis['d']
    g = amplitudes * np.exp(1j * basis['q'] @ TAU[ATOM]) / np.sqrt(OMEGA)
    g = g * ((site == -1) | (site == ATOM))
    shape = (len(NORMAL), len(r))
    psi, hpsi, radial = (np.zeros(shape, complex) for _ in range(3))
    grad = np.zeros((3,) + shape, complex)
    for l in range(LMAX + 1):
        y = (1j**l * (2 * l + 1) * g)[:, None] * basis['coef'][l]
        w = p[l].T @ y
        psi += w @ F[l]
        hpsi += w @ HF[l]
        if gradient:
            radial += w @ DF[l]
            along = (dp[l] * x).T @ y
            for a in range(3):
                t = dp[l].T @ (y * d[:, a:a+1]) - along * NORMAL[:, a:a+1]
                grad[a] += t @ (F[l] / r)
    if gradient:
        grad += radial[None] * NORMAL.T[:, :, None]
    return psi, hpsi, grad


def real_space_terms(basis):
    eps, c = solve(basis)[:2]
    tables = legendre_tables(basis['d'])
    is_pw = basis['site'] == -1
    slope = 4 * V0 * (1 - (r / R)**2) * r / R**2
    out = {name: np.zeros(3) for name in
           ('HF', 'PW phase', 'PW grad', 'LO phase', 'LO grad')}
    for n in range(NOCC):
        pw = field(basis, tables, c[:, n] * is_pw, True)
        lo = field(basis, tables, c[:, n] * ~is_pw, True)
        psi = pw[0] + lo[0]
        residual = (pw[1] + lo[1] - eps[n] * psi) * W3
        out['HF'] += SPIN * NORMAL.T @ np.sum(W3 * abs(psi)**2 * slope, axis=1)
        for a in range(3):
            out['PW grad'][a] += 2 * SPIN * np.real(np.sum(pw[2][a].conj() * residual))
            out['LO grad'][a] += 2 * SPIN * np.real(np.sum(lo[2][a].conj() * residual))
            for name, mask in (('PW phase', is_pw), ('LO phase', ~is_pw)):
                amp = 1j * basis['q'][:, a] * c[:, n] * mask
                f = field(basis, tables, amp)[0]
                out[name][a] -= 2 * SPIN * np.real(np.sum(f.conj() * residual))
    return out


def show(label, v, unit_name='eV/A', digits=6):
    print(f'{label}: ' + ' '.join(f'{z + 0.0:.{digits}f}' for z in v) + ' ' + unit_name)


# ---------- three choices of fictitious vectors ----------
rng = np.random.default_rng(5)
random_dirs = rng.normal(size=(200, 3))
sets = {'A': build(PW), 'B': build(PW[::-1]), 'C': build(random_dirs, phase=False)}
print(f'cell {CELL*ANG:.2f} A, radius {R*ANG:.2f} A, depth {V0*EV:.1f} eV')
show('second atom position', TAU[1] * ANG, 'A', 3)
show('k in units of 2 pi/a', K_FRAC, '', 2)
print(f'R*Kmax {RKMAX:.1f}, lmax {LMAX}, LAPWs {len(PW)}, LOs {len(sets["A"]["q"])-len(PW)}')
print(f'linearization energy {E_LIN*EV:.1f} eV')
show('LO energies s p d', [E_LO[l] * EV for l in E_LO], 'eV', 1)
eps_a = solve(sets['A'])[0]
show('bands 1-5', eps_a[:5] * EV, 'eV', 4)
show('bands 6-10', eps_a[5:] * EV, 'eV', 4)
assert (eps_a[NOCC] - eps_a[NOCC - 1]) * EV > 0.01
for name, order in (('A', PW), ('B', PW[::-1])):
    for i, v in enumerate(select(1, order)):
        show(f'set {name} p vector {i+1}', v * CELL / (2 * np.pi), '2pi/a', 1)
print('set C: random directions, no phase factor')

fd = difference_force(sets['A']) * FORCE
show('force, finite difference', fd)
forces, terms = {}, {}
for name, basis in sets.items():
    forces[name] = matrix_force(basis) * FORCE
    terms[name] = {key: v * FORCE for key, v in real_space_terms(basis).items()}
    print(f'set {name} energy: {energy(basis)*EV:.6f} eV')
    show(f'set {name} force, matrix form', forces[name])
    show(f'set {name} LO gradient term', terms[name]['LO grad'])
    print(f'set {name} LO phase term, largest: {max(abs(terms[name]["LO phase"])):.1e} eV/A')
    closure = sum(terms[name].values()) - forces[name]
    assert np.max(abs(forces[name] - fd)) < 1e-5
    assert np.max(abs(closure)) < 1e-4      # finite lmax in the sphere
    assert np.max(abs(terms[name]['LO phase'])) < 1e-6
    assert np.max(abs(terms[name]['LO grad'] - terms['A']['LO grad'])) < 1e-6
    assert abs(energy(basis) - energy(sets['A'])) * EV < 1e-6
assert np.linalg.norm(terms['A']['LO grad']) > 1e-3
assert np.linalg.norm(terms['A']['PW phase']) > 1e-3
show('Hellmann-Feynman term', terms['A']['HF'])
show('LAPW phase term', terms['A']['PW phase'])
show('LAPW gradient term', terms['A']['PW grad'])
show('sum of real-space terms', sum(terms['A'].values()))
print(f'largest closure error: {max(abs(sum(terms["A"].values())-forces["A"])):.1e} eV/A')

# ---------- the LO phase term vanishes by cancellation inside a full row ----------
for name in 'AB':
    basis = sets[name]
    eps, c, h, s, _ = solve(basis)
    pw_cols = np.where(basis['site'] == -1)[0]
    lo_cols = np.where(basis['site'] != -1)[0]
    part_pw = lo_phase_force(basis, h, s, c, eps, pw_cols) * FORCE
    part_lo = lo_phase_force(basis, h, s, c, eps, lo_cols) * FORCE
    show(f'set {name} LO phase, LAPW columns', part_pw)
    show(f'set {name} LO phase, LO columns', part_lo)
    assert np.linalg.norm(part_pw) > 1e-5
    assert np.max(abs(part_pw + part_lo)) < 1e-7

# ---------- eigenvectors with an error: the phase term returns, linearly ----------
basis = sets['A']
eps, c, h, s, _ = solve(basis)
noise = rng.normal(size=c.shape) + 1j * rng.normal(size=c.shape)
left = []
for eta in (1e-5, 1e-6):
    cp = c + eta * noise
    norm = np.real(np.sum(cp.conj() * (s @ cp), axis=0))
    cp = cp / np.sqrt(norm)
    ep = np.real(np.sum(cp.conj() * (h @ cp), axis=0))
    f = lo_phase_force(basis, h, s, cp, ep, np.arange(len(cp))) * FORCE
    left.append(np.linalg.norm(f))
    print(f'phase force at coefficient error {eta:.0e}: {left[-1]:.3e} eV/A')
assert abs(left[0] / left[1] - 10) < 0.2

# ---------- incomplete p shell: phases still drop out, directions matter ----------
two_a, two_b = build(PW, n_p=2), build(PW[::-1], n_p=2)
two_a_bare = build(PW, phase=False, n_p=2)
f_two = [matrix_force(b) * FORCE for b in (two_a, two_a_bare, two_b)]
gap_energy = (energy(two_b) - energy(two_a)) * EV
print(f'two p LOs per atom, energy B minus A: {gap_energy:.4f} eV')
show('two p LOs, set A force', f_two[0], digits=4)
show('two p LOs, set A without phase', f_two[1], digits=4)
show('two p LOs, set B force', f_two[2], digits=4)
assert np.max(abs(f_two[0] - f_two[1])) < 1e-6
assert abs(gap_energy) > 1e-3

# ---------- APW+lo: local orbitals with a slope at the sphere ----------
apw = [build(PW, scheme='APW'), build(PW[::-1], scheme='APW')]
f_apw = [matrix_force(b) * FORCE for b in apw]
fd_apw = difference_force(apw[0]) * FORCE
show('APW+lo force, set A', f_apw[0])
show('APW+lo force, set B', f_apw[1])
show('APW+lo finite difference', fd_apw)
assert np.max(abs(f_apw[0] - f_apw[1])) < 1e-6
assert np.max(abs(f_apw[0] - fd_apw)) < 1e-5

print('all good')
```

Running it gives:

```
cell 3.00 A, radius 1.00 A, depth 200.0 eV
second atom position: 1.380 1.560 1.710 A
k in units of 2 pi/a: 0.10 0.20 0.30 
R*Kmax 6.0, lmax 12, LAPWs 98, LOs 18
linearization energy 10.0 eV
LO energies s p d: -80.0 -20.0 60.0 eV
bands 1-5: -84.9961 -84.8935 -27.7650 -27.7054 -27.5310 eV
bands 6-10: -27.3473 -27.1027 -27.0435 1.8604 8.8798 eV
set A p vector 1: 0.1 0.2 0.3 2pi/a
set A p vector 2: 0.1 0.2 -0.7 2pi/a
set A p vector 3: 0.1 -0.8 0.3 2pi/a
set B p vector 1: -0.9 0.2 -2.7 2pi/a
set B p vector 2: 2.1 -1.8 -0.7 2pi/a
set B p vector 3: 2.1 -0.8 -1.7 2pi/a
set C: random directions, no phase factor
force, finite difference: -0.004253 -0.154225 0.293149 eV/A
set A energy: -665.048306 eV
set A force, matrix form: -0.004253 -0.154225 0.293149 eV/A
set A LO gradient term: -0.015855 0.014320 0.099942 eV/A
set A LO phase term, largest: 3.2e-13 eV/A
set B energy: -665.048306 eV
set B force, matrix form: -0.004253 -0.154225 0.293149 eV/A
set B LO gradient term: -0.015855 0.014320 0.099942 eV/A
set B LO phase term, largest: 2.1e-13 eV/A
set C energy: -665.048306 eV
set C force, matrix form: -0.004253 -0.154225 0.293149 eV/A
set C LO gradient term: -0.015855 0.014320 0.099942 eV/A
set C LO phase term, largest: 0.0e+00 eV/A
Hellmann-Feynman term: -0.001766 -0.151274 0.149756 eV/A
LAPW phase term: -0.082560 -0.002382 0.327248 eV/A
LAPW gradient term: 0.095928 -0.014889 -0.283797 eV/A
sum of real-space terms: -0.004253 -0.154225 0.293149 eV/A
largest closure error: 4.8e-08 eV/A
set A LO phase, LAPW columns: -0.014547 -0.022589 0.017908 eV/A
set A LO phase, LO columns: 0.014547 0.022589 -0.017908 eV/A
set B LO phase, LAPW columns: -0.010285 0.033250 -0.054024 eV/A
set B LO phase, LO columns: 0.010285 -0.033250 0.054024 eV/A
phase force at coefficient error 1e-05: 3.208e-03 eV/A
phase force at coefficient error 1e-06: 3.208e-04 eV/A
two p LOs per atom, energy B minus A: 1.1781 eV
two p LOs, set A force: -0.2398 -0.0850 0.9179 eV/A
two p LOs, set A without phase: -0.2398 -0.0850 0.9179 eV/A
two p LOs, set B force: -0.7708 -0.0676 2.3277 eV/A
APW+lo force, set A: 0.025642 -0.148061 0.103311 eV/A
APW+lo force, set B: 0.025642 -0.148061 0.103311 eV/A
APW+lo finite difference: 0.025642 -0.148061 0.103311 eV/A
all good
```
